# Heat Penetration in Hot Silicon during a 100 ns Laser Anneal

## The length fixed by dimensions

A laser pulse heats the surface of a thick silicon wafer, and heat flows inward. Let the absorbed energy per area and time be a constant $q$, the thermal conductivity $k$, the heat capacity per volume $C$, and the time since the pulse began $t$. If the light is absorbed very close to the surface and the wafer is much thicker than the heated layer, no other quantity enters. We look for a length of the form

$$
k^{\alpha}C^{\beta}q^{\gamma}t^{\delta}.
$$

Count dimensions in energy, length, time and temperature. Conductivity is energy/(length·time·temperature), heat capacity is energy/(length³·temperature), and flux is energy/(length²·time). The four conditions are

$$
\begin{aligned}
\text{energy:}&\quad \alpha+\beta+\gamma=0, &
\text{temperature:}&\quad -\alpha-\beta=0,\\
\text{length:}&\quad -\alpha-3\beta-2\gamma=1, &
\text{time:}&\quad -\alpha-\gamma+\delta=0.
\end{aligned}
$$

The first two give $\gamma=0$ and $\beta=-\alpha$. The third then reads $2\alpha=1$, and the fourth gives $\delta=\alpha=1/2$. There is one solution:

$$
\ell=\sqrt{\frac{kt}{C}}=\sqrt{Dt},\qquad D=\frac{k}{C}.
$$

The flux has dropped out. With constant $k$ and $C$, a stronger pulse makes the layer hotter but not deeper. For $D=0.1$ cm²/s and a pulse duration $t_p=100$ ns $=10^{-7}$ s,

$$
\ell=\sqrt{0.1\times10^{-7}}\ \text{cm}=10^{-4}\ \text{cm}=1\ \mu\text{m}.
$$

A heat balance shows the mechanism. Suppose a layer of thickness $d$ is warmed by about $\theta$. It stores $C\theta d\sim qt$, while conduction across it requires $k\theta/d\sim q$. Dividing the first relation by the second gives $Cd^2/k\sim t$, the same length. Neither argument supplies the numerical factor, which depends on what is meant by penetration.

## The controlled problem

Let the wafer fill $z>0$, start at a uniform temperature $T_0$, and have temperature rise $\theta(z,t)=T-T_0$. The heat flux along $+z$ is $-k\,\partial\theta/\partial z$. Energy conservation in a thin slice, with constant $k$ and $C$, gives

$$
\frac{\partial\theta}{\partial t}=D\frac{\partial^2\theta}{\partial z^2},\qquad
-k\left.\frac{\partial\theta}{\partial z}\right|_{0}=q(t),\qquad \theta(z,0)=0.
$$

The rise vanishes rapidly at large depth. Melting, surface losses and sideways flow are left out and are sized below.

### The rms depth

The mean square depth of the deposited heat is

$$
\langle z^2\rangle=\frac{M_2}{M_0},\qquad M_n(t)=\int_0^\infty z^n\theta\,dz .
$$

Multiply the heat equation by $z^2$ and integrate by parts twice:

$$
\frac{dM_2}{dt}=D\left[z^2\frac{\partial\theta}{\partial z}-2z\theta\right]_0^\infty+2D\int_0^\infty\theta\,dz=2DM_0 .
$$

The bracket vanishes at the surface because of the factors of $z$, and at infinity because $\theta$ decays rapidly. The stored heat equals the heat supplied, so $CM_0(t)=\int_0^t q(s)\,ds$. Integrating $dM_2/dt$ and exchanging the order of integration,

$$
CM_2(t)=2D\int_0^t dt'\int_0^{t'}q(s)\,ds
=2D\int_0^t (t-s)\,q(s)\,ds ,
$$

because heat that arrives at time $s$ is counted for every $t'$ between $s$ and $t$. Dividing by $CM_0$,

$$
\boxed{\;\langle z^2\rangle=2D\,\langle t-s\rangle\;}
$$

where the average on the right is the mean age of the heat, weighted by the flux. For constant flux the ages are spread evenly from $0$ to $t_p$, with mean $t_p/2$, so

$$
z_{\rm rms}=\sqrt{Dt_p}=\ell .
$$

With this definition the dimensional estimate has a factor of exactly one. The factor 2 familiar from diffusion is cancelled by the average age of one half.

A pulse symmetric about its middle also has mean age $t_p/2$ at its end, if $t_p$ is its full duration. A flux that rises linearly from zero has mean arrival time $\int s^2ds/\int s\,ds=2t_p/3$ and mean age $t_p/3$. Its rms depth is $\sqrt{2/3}\,\ell=0.816\ \mu$m, because more of its heat arrives late.

### The temperature profile

The moment does not show where the material is hot. For that, start with energy $E$ per area released at the surface in an instant. After a time $\tau$ the rise is

$$
G=\frac{E}{C\sqrt{\pi D\tau}}\,e^{-z^2/4D\tau}.
$$

To verify this, differentiate:

$$
\frac{\partial G}{\partial\tau}=G\left(\frac{z^2}{4D\tau^2}-\frac1{2\tau}\right),\qquad
\frac{\partial^2G}{\partial z^2}=G\left(\frac{z^2}{4D^2\tau^2}-\frac1{2D\tau}\right).
$$

The first is $D$ times the second. The slope at $z=0$ vanishes, so no heat leaks out after the release. Since $\int_0^\infty e^{-z^2/4D\tau}dz=\sqrt{\pi D\tau}$, the stored energy is $E$.

The heat equation is linear, so a constant flux is a sum of such releases, each of energy $q\,d\tau$:

$$
\theta(z,t)=\frac{q}{C}\int_0^t\frac{e^{-z^2/4D\tau}}{\sqrt{\pi D\tau}}\,d\tau .
$$

Substitute $u=z/(2\sqrt{D\tau})$. Then $\tau=z^2/(4Du^2)$, $|d\tau|=z^2du/(2Du^3)$ and $1/\sqrt{\pi D\tau}=2u/(\sqrt\pi z)$. The limits become $x=z/(2\sqrt{Dt})$ and infinity, so

$$
\theta=\frac{qz}{\sqrt\pi\,k}\int_x^\infty\frac{e^{-u^2}}{u^2}\,du,
$$

where $CD=k$ was used. Integration by parts gives

$$
\int_x^\infty\frac{e^{-u^2}}{u^2}du=\frac{e^{-x^2}}{x}-2\int_x^\infty e^{-u^2}du
=\frac{e^{-x^2}}{x}-\sqrt\pi\,\mathrm{erfc}\,x .
$$

With $z=2x\sqrt{Dt}$,

$$
\theta(z,t)=\frac{2q\sqrt{Dt}}{k}\left[\frac{e^{-x^2}}{\sqrt\pi}-x\,\mathrm{erfc}\,x\right].
$$

At the surface $x=0$, and the rise is

$$
\theta_s(t)=\frac{2q}{k}\sqrt{\frac{Dt}{\pi}} .
$$

The profile relative to the surface is therefore

$$
\frac{\theta}{\theta_s}=e^{-x^2}-\sqrt\pi\,x\,\mathrm{erfc}\,x .
$$

## Several meanings of penetration

At the end of the pulse $x=z/2\ell$. Setting the relative profile to $1/e$ and solving numerically gives a depth of $0.97\ \mu$m. The rise falls to 1% of its surface value at $3.2\ \mu$m. One micrometre is thus the width of a smooth distribution, and material beyond it is also warmed.

The thickness of a uniform layer at the surface temperature that would hold the same heat is

$$
d_{\rm eq}=\frac{qt_p}{C\theta_s}
=\frac{k t_p}{2C}\sqrt{\frac{\pi}{Dt_p}}
=\frac{\sqrt\pi}{2}\,\ell=0.886\ \mu\text{m}.
$$

The mean depth follows from the first moment:

$$
\frac{dM_1}{dt}=D\left[z\frac{\partial\theta}{\partial z}-\theta\right]_0^\infty=D\theta_s(t).
$$

Since $\theta_s\propto\sqrt t$, integration gives $M_1=\tfrac23Dt_p\theta_s(t_p)$. With $M_0=qt_p/C=qDt_p/k$,

$$
\langle z\rangle=\frac{M_1}{M_0}=\frac{2k\theta_s}{3q}=\frac{4}{3\sqrt\pi}\,\ell=0.752\ \mu\text{m}.
$$

Finally, let $F$ be the fraction of the heat lying deeper than $z$. Inserting the profile, with $dz=2\ell\,du$ and $M_0=q\ell^2/k$,

$$
F=4\int_x^\infty\left[\frac{e^{-u^2}}{\sqrt\pi}-u\,\mathrm{erfc}\,u\right]du
=(1+2x^2)\,\mathrm{erfc}\,x-\frac{2x}{\sqrt\pi}e^{-x^2}.
$$

To check the last form, differentiate it. The exponential terms are $[-2(1+2x^2)-2+4x^2]e^{-x^2}/\sqrt\pi=-4e^{-x^2}/\sqrt\pi$, and the remaining term is $4x\,\mathrm{erfc}\,x$. Together they are minus four times the integrand, as required, and the expression vanishes at infinity. At $z=\ell$ it leaves 28% of the heat deeper and 72% within one micrometre.

The rms, mean, equivalent and $1/e$ depths lie between 0.75 and 1.00 µm. For constant $D$, that spread shows how much the one-micrometre estimate depends on the definition of depth.

## A submelt anneal in numbers

Take silicon that starts at 1200 K and reaches 1600 K at the surface, with the rough value $C=2.3$ J/(cm³ K). Then $k=DC=0.23$ W/(cm K). The absorbed energy per area is

$$
E=C\theta_s d_{\rm eq}=2.3\times400\times0.886\times10^{-4}
=0.0815\ \text{J/cm}^2 .
$$

Division by $10^{-7}$ s gives $q=8.15\times10^5$ W/cm². This is absorbed energy; the incident energy is larger by whatever is reflected.

Consider a doped contact layer 50 nm thick. Near the surface, $\mathrm{erfc}\,x\approx1-2x/\sqrt\pi$, and the relative profile becomes $1-\sqrt\pi x+x^2$. Here $x=0.05/2=0.025$, so the temperature drop across the layer is

$$
400\,(0.0443-0.0006)\ \text{K}=17.5\ \text{K}.
$$

The whole doped layer is close to the surface temperature at the end of the pulse. Whether its dopants become electrically active also depends on reaction rates and solubility, which a heat estimate does not supply.

A direct finite-volume solution of the heat equation, with these values of $q$, $k$ and $C$ and 300 cells to a depth of 25 µm, provides a comparison that does not use the closed forms. It gives a surface rise of 400.01 K and an rms depth of 1.0000 µm. The largest profile difference is $9\times10^{-6}$ of the surface rise. This agreement tests the mathematics of the model, not its material assumptions.

## After the pulse

The heat does not stop when the laser does. For $t>t_p$, every portion of heat keeps ageing. The mean arrival time stays $t_p/2$, so

$$
z_{\rm rms}=\sqrt{2D(t-t_p/2)} .
$$

At 200 ns this is $\sqrt3\,\ell=1.73\ \mu$m. The surface cools meanwhile. Switching off the flux is equivalent to adding a flux $-q$ from $t_p$ onward, hence

$$
\frac{\theta_s(t)}{\theta_s(t_p)}=\frac{\sqrt t-\sqrt{t-t_p}}{\sqrt{t_p}} .
$$

At 200 ns the ratio is $\sqrt2-1=0.414$. The surface has fallen from 1600 K to about 1370 K without losing heat to the outside. At late times $\sqrt t-\sqrt{t-t_p}\approx t_p/(2\sqrt t)$, so the rise decays as $t^{-1/2}$. The one-micrometre estimate refers to the end of the pulse.

## When the light itself penetrates

Suppose the absorbed power falls with depth as $(q/a)e^{-z/a}$, where $a$ is the absorption length. The surface is now insulated, and the source enters the heat equation as $(q/Ca)e^{-z/a}$. Its contribution to $dM_2/dt$ is

$$
\frac{q}{Ca}\int_0^\infty z^2e^{-z/a}dz=\frac{2a^2q}{C}.
$$

Adding this to $2DM_0$, integrating over the pulse and dividing by $M_0=qt_p/C$ gives

$$
\langle z^2\rangle=Dt_p+2a^2 .
$$

For $a=10$ nm the rms depth is 1.0001 µm, so absorption at the surface is a good description of the depth, provided the light turns into heat where it is absorbed. It is less exact inside the 50 nm doped layer. There the conducted flux is smaller by about $qe^{-z/a}$, which lowers the temperature drop by about $qa/k=3.5$ K out of 17.5 K. For $a=0.5\ \mu$m the rms depth is 1.22 µm. In the opposite limit, $a\gg\sqrt{Dt_p}$, the optical profile sets the depth, $z_{\rm rms}\approx\sqrt2\,a$, and the diffusion estimate no longer answers the question.

In silicon that proviso is only partly met. The band-gap share of each photon's energy, about a fifth for ultraviolet light, is carried by electron-hole pairs until they recombine. A rough estimate with Auger recombination alone puts that release some tenths of a micrometre deep, which would raise the rms depth by a few percent to more than ten percent. Recombination at the surface or at implantation damage shortens this distance.

## Hot surface, cold wafer

The largest correction found here comes from assuming that all the silicon is hot. Its diffusivity falls as temperature rises, so heat entering a cold wafer reaches material that conducts better. To size this effect, use the rough laws

$$
k=1.5\left(\frac{300\ \text{K}}{T}\right)^{1.2}\ \frac{\text{W}}{\text{cm K}},\qquad
C=1.65+0.65\,\frac{T-300\ \text{K}}{1100\ \text{K}}\ \frac{\text{J}}{\text{cm}^3\,\text{K}} .
$$

They give $D=0.91$ cm²/s at 300 K, 0.10 at 1400 K and 0.083 at 1600 K. The value 0.1 cm²/s therefore describes silicon near 1400 K.

The moment argument survives in a useful form. Define the stored heat density $h=\int_{T_0}^{T}C\,dT'$ and the conduction integral $\Phi=\int_{T_0}^{T}k\,dT'$. Since $\partial\Phi/\partial z=k\,\partial T/\partial z$, energy conservation is $\partial h/\partial t=\partial^2\Phi/\partial z^2$. The same two integrations by parts give

$$
\frac{d}{dt}\int_0^\infty z^2h\,dz=2\int_0^\infty\Phi\,dz .
$$

Because $k=DC$ and $C>0$, $\Phi$ lies between $D_{\min}h$ and $D_{\max}h$, where the limits are the extreme diffusivities met during the pulse. For constant flux $\int h\,dz=qt$. Integrating over time and dividing by $qt_p$,

$$
D_{\min}t_p\le\langle z^2\rangle\le D_{\max}t_p .
$$

For a start at 300 K and a peak of 1600 K, the rms depth must lie between 0.91 and 3.0 µm. The numerical solution locates it inside these bounds. In the following comparison the pulse length and peak temperature are fixed, and the absorbed fluence is adjusted.

| Start (K) | Fluence (J/cm²) | rms depth (µm) | $1/e$ depth (µm) |
|---:|---:|---:|---:|
| 300 | 0.308 | 2.30 | 1.12 |
| 700 | 0.194 | 1.48 | 1.05 |
| 1200 | 0.081 | 1.09 | 0.95 |

The two measures respond differently. From the hottest start to the coldest, the rms depth doubles, while the $1/e$ depth grows by less than a fifth. The profile has therefore changed shape: a larger share of its second moment lies in a deep, mildly warmed tail. The factor $z^2$ gives that tail a large weight: material warmed by less than a tenth of the surface rise holds about 45% of the second moment for the 1200 K start and about 70% for the 300 K start. The digits in the table belong to the rough laws. Tabulated $k(T)$ and $C(T)$ of silicon, whose diffusivity is about 15% lower between 500 and 1200 K and about 10% higher at 1600 K, leave the fluences within about 1% but give rms depths near 2.17, 1.36 and 1.04 µm and $1/e$ depths near 1.03, 1.00 and 0.96 µm.

The simple fluence formula can be judged in the same way. For a 300 K start it gives $2.3\times1300\times0.886\times10^{-4}=0.265$ J/cm², which is 14% below the variable-property result. The estimate remains useful for the hot layer and its energy, but it understates the rms depth by more than a factor of two.

## Beside a real anneal

Laser annealing is used to heat shallow doped layers while most of the wafer stays much cooler. A uniform 1200 K start is far hotter than a wafer at or moderately above room temperature, so the first two rows of the table are closer to that situation. For the 300 K start, the broken assumption moves the rms depth from 1.0 to 2.3 µm and the $1/e$ depth from 0.97 to 1.12 µm, within the rough material laws. The absorbed flux is also nearly four times larger, so the temperature drop across the 50 nm doped layer grows from 17.5 K to roughly 70 K. The quoted duration matters too. If 100 ns is the width at half maximum of a symmetric triangular pulse, its full duration is 200 ns, and the constant-$D$ rms depth at its end is $\sqrt2\,\ell=1.41\ \mu$m.

Other omissions can be sized roughly for the hot-start example:

- **Radiation.** A blackbody at 1600 K emits 37 W/cm², or $5\times10^{-5}$ of the absorbed flux.
- **Finite size.** For an assumed spot 1 mm wide, $\ell$ is a thousandth of the width, so sideways flow matters near the rim. Diffusion through an assumed 700 µm wafer takes about $L^2/D=49$ ms, far longer than the pulse.
- **Phonon paths.** The kinetic estimate $D=v\Lambda/3$, with a rough phonon speed $v=6\times10^5$ cm/s, gives a mean free path $\Lambda=5$ nm for the hot value of $D$. Part of the heat in hot silicon, roughly a fifth to a third at 1400–1600 K, is carried by electrons and holes, so the phonon path is somewhat shorter still. This is small beside $\ell$, so Fourier's law is a reasonable first approximation in hot silicon. At 300 K, with $D=0.91$ cm²/s, the same estimate gives 45 nm. A single path leaves out the broad spread of real phonon paths, so this estimate does not exclude corrections even in the hot layer. In cold silicon a substantial part of the heat is carried by phonons with paths approaching a micrometre or more, so Fourier's law is less secure in the cold part of a wafer that starts at 300 K.
- **Dopant motion.** A rough dopant diffusivity of $10^{-11}$ cm²/s at the peak gives $\sqrt{10^{-11}\times10^{-7}}$ cm $=0.01$ nm. That is less than an atomic spacing, so it means negligible motion, not a resolved displacement. Implantation damage can enhance diffusion; even a thousandfold larger diffusivity would give about 0.3 nm.

Melting sets a sharper limit. Taking the melting temperature as roughly 1700 K, the constant-$D$ model starting at 1200 K reaches it at $0.0815\times500/400=0.102$ J/cm², 25% above the example's fluence. The margin is smaller for a cold wafer: with a 300 K start and a 1600 K peak, the same model leaves only $1400/1300$, or about 8%. Because the conductivity falls as the surface heats, the variable-property laws narrow these margins to about 23% and 5%, and the true melting point of 1687 K narrows them slightly further. Once melting begins, latent heat, a moving liquid boundary and changed optical absorption enter, and neither the temperature formula nor the penetration estimate can be used unchanged.

The numerical output lists the remaining values and the bounds for each starting temperature.

## Numbers as computed

```
Diffusivity D: 0.10 cm^2/s; pulse: 100 ns
Heat capacity C (rough): 2.30 J/(cm^3 K)
Conductivity k = D C: 0.230 W/(cm K)
Start and peak temperature: 1200 K, 1600 K
ell = sqrt(D t_p): 1.000 um = 1000 nm
rms heat depth, numerical: 1.0000 um
Mean heat depth, formula: 0.7523 um
Mean heat depth, numerical: 0.7523 um
Equivalent heated thickness: 0.8862 um
1/e temperature depth, formula: 0.9675 um
1/e temperature depth, numerical: 0.9675 um
1% temperature depth: 3.211 um
Heat within ell, formula: 72.01 %
Heat within ell, numerical: 72.01 %
Largest profile error / surface rise: 9.2e-06
Absorbed fluence: 0.0815 J/cm^2
Absorbed flux: 8.153e+05 W/cm^2
Surface rise, numerical: 400.01 K
Temperature drop over 50 nm layer: 17.5 K
Rising-ramp pulse, rms depth: 0.8165 um
Triangular pulse, full base t_p, rms depth: 1.0000 um
Triangle with half-maximum width t_p: 1.414 um
Absorption length 0.50 um, rms depth: 1.2248 um
Absorption length 0.01 um, rms depth: 1.0001 um
rms depth at 200 ns: 1.7321 um
Surface rise at 200 ns / peak rise: 0.4142
Rough silicon D at 300 K: 0.909 cm^2/s
Rough silicon D at 700 K: 0.288 cm^2/s
Rough silicon D at 1200 K: 0.130 cm^2/s
Rough silicon D at 1400 K: 0.103 cm^2/s
Rough silicon D at 1600 K: 0.083 cm^2/s
Variable k, C; start 300 K: fluence 0.308 J/cm^2
  rms depth 2.301 um; 1/e depth 1.123 um
  bounds on rms depth: 0.912 to 3.015 um
Variable k, C; start 700 K: fluence 0.194 J/cm^2
  rms depth 1.477 um; 1/e depth 1.054 um
  bounds on rms depth: 0.912 to 1.696 um
Variable k, C; start 1200 K: fluence 0.081 J/cm^2
  rms depth 1.086 um; 1/e depth 0.954 um
  bounds on rms depth: 0.912 to 1.141 um
Blackbody loss at peak: 37.2 W/cm^2
Blackbody loss / absorbed flux: 4.6e-05
Spot width (assumed): 1000 um; ell/width: 1.0e-03
Wafer thickness (assumed): 700 um
Diffusion time through wafer: 49 ms
Phonon speed (rough): 6e+05 cm/s
Single-path phonon mean free path: 5.0 nm
Dopant diffusivity at peak (rough): 1e-11 cm^2/s
Dopant diffusion length in pulse: 0.010 nm
Melting temperature (rough): 1700 K
Fluence to reach melting: 0.1019 J/cm^2
```
